# Added thermal resistance of a thin film under a strip heater, part 1

(Sections cited here and not found follow in the second part.)

## First half: the first-order law

### 1. Two cases that can be seen through

Heat enters the flat top of a large body of conductivity $k_s$. We cover the body with a film of thickness $d$ and conductivity $k_f$, keep the entering heat the same, and ask how much hotter the top becomes.

If heat flows straight down everywhere, the answer is immediate. A flux $q$, in watts per square metre, needs a temperature drop $qd/k_f$ to cross the film. The added temperature rise divided by the flux is $d/k_f$.

Now let the heater be a strip on a body that fills a half-space, and let the film be made of the same material as the body. Covering a half-space with more of the same gives a half-space again, so the temperature under the heater is unchanged. The added resistance is zero, although $d/k_f$ is not. A second effect must cancel the drop across the film. It is sideways conduction: the film carries some heat away from the hot region before that heat enters the body.

A rippled flux shows its size. Let the flux entering the top be $q\cos kx$, with $k$ the wave number along the surface. Without a film, the steady temperature in the half-space is

$$T(x,z)=\frac{q}{k_sk}\cos(kx)\,e^{-kz},$$

where $z$ points down. It satisfies $\partial_x^2T+\partial_z^2T=0$ because the two derivatives give $-k^2T$ and $+k^2T$. Its downward flux at the top, $-k_s\partial_zT$, is $q\cos kx$.

Add a film with $kd\ll1$ and $k_fkd\ll k_s$. At the crest of the ripple two things happen.

- The heat crosses the film, which raises the top by $qd/k_f$.
- The film conducts sideways. A sheet of conductance $k_fd$ at temperature $T$ loses $-k_fd\,\partial_x^2T=k_fdk^2T$ per area. With $T=q/(k_sk)$ this is $qk_fdk/k_s$. The flux into the body falls by this amount, and the body's surface temperature falls by the same amount times $1/(k_sk)$, which is $qk_fd/k_s^2$.

The wave number has cancelled. The net added resistance is

$$\frac{d}{k_f}-\frac{k_fd}{k_s^2}=\frac{d}{k_f}\left(1-\frac{k_f^2}{k_s^2}\right).\tag{1}$$

It vanishes for $k_f=k_s$, as it must. Since any flux pattern is a sum of ripples, (1) suggests the same factor for a strip. The rest of this half makes the argument exact and finds what "thin" means.

### 2. The model and the meaning of "wide"

The heater is a long strip, $-w/2<x<w/2$, with nothing varying along its length. It delivers a uniform flux $q$. The assumptions are these.

- The heating is steady.
- The film covers the whole surface, is isotropic, and touches the substrate perfectly, so temperature and normal flux are continuous at the interface.
- No heat leaves the surface outside the strip.
- Fourier's law holds with constant conductivities.

Write $r=k_f/k_s$. The added resistance $R_{\rm add}$ is the temperature rise averaged over the strip with the film, minus the same average without it, divided by $q$. The heater and its flux are held fixed in this comparison.

The claim is

$$R_{\rm add}=\frac{d}{k_f}(1-r^2)\,F,\qquad F\to1\ \text{ as }\ \frac dw\to0\ \text{ at fixed } r.\tag{2}$$

Thus "wide" means wide compared with the film thickness. It does not mean wide compared with the depth of the substrate or with the depth reached by alternating heat. For the $r^2$ term to have its full size, both of those depths must be large compared with $w$, for reasons that appear below. Under alternating heat another term takes its place (part 12), and the factor stays $1-r^2$ at any frequency in the special case of equal diffusivities in film and substrate. When $r\ll1$ the depth of the substrate hardly matters.

One difficulty must be met first. The steady temperature rise of a half-space under an infinitely long strip is itself infinite. We therefore let the substrate have a finite thickness $H$ with its bottom held at zero temperature rise, take the difference, and then let $H\to\infty$. The difference has a finite limit.

### 3. One wave number at a time

The Fourier convention is

$$\hat f(k)=\int f(x)e^{-ikx}dx,\qquad f(x)=\frac1{2\pi}\int\hat f(k)e^{ikx}dk.$$

In a uniform layer the heat equation becomes $\partial_z^2\hat T=k^2\hat T$. It depends on $k^2$ alone, so we take $k>0$ and use the same result for $-k$. The surface impedance $Z(k)$ is the transformed surface temperature divided by the transformed entering flux.

**The bare substrate.** Let $z'$ be the depth below its top. The solution that vanishes at $z'=H$ is $\hat T=B\sinh k(H-z')$. Its downward flux is $-k_s\partial_{z'}\hat T=k_skB\cosh k(H-z')$. The ratio at $z'=0$ is

$$Z_s=\frac{s}{k_sk},\qquad s=\tanh(kH).\tag{3}$$

For a half-space $s=1$, which agrees with the ripple of part 1.

**The film.** Let $\zeta$ be the height above the interface, and let $\hat T_i$ and $\hat q_i$ be the temperature and downward flux there. With $Y=k_fk$, the solution in the film is

$$\hat T(\zeta)=\hat T_i\cosh k\zeta+\frac{\hat q_i}{Y}\sinh k\zeta .$$

Because $\zeta$ points up, the downward flux is $+k_f\partial_\zeta\hat T$:

$$\hat q(\zeta)=Y\hat T_i\sinh k\zeta+\hat q_i\cosh k\zeta .$$

At $\zeta=0$ these reduce to $\hat T_i$ and $\hat q_i$, as required. The substrate below imposes $\hat T_i=Z_s\hat q_i$. Take the ratio at the top, $\zeta=d$, and divide numerator and denominator by $\hat q_i\cosh kd$. With $t=\tanh kd$,

$$Z=\frac{Z_s+t/Y}{1+YZ_st}.\tag{4}$$

**The difference.** Put $Z-Z_s$ over the common denominator:

$$Z-Z_s=\frac{Z_s+t/Y-Z_s-YZ_s^2t}{1+YZ_st}
=\frac tY\,\frac{1-Y^2Z_s^2}{1+YZ_st}.\tag{5}$$

The large term $Z_s$ has dropped out of the numerator, and no approximation has been made. From (3), $YZ_s=rs$, so

$$Z-Z_s=\frac{\tanh kd}{k_fk}\,\frac{1-r^2s^2}{1+rs\tanh kd}.\tag{6}$$

For the half-space, $s=1$, this reads

$$Z-Z_s=\frac d{k_f}(1-r^2)\,g(kd),\qquad g(u)=\frac{\tanh u}{u(1+r\tanh u)}.\tag{7}$$

As $u\to0$, $\tanh u/u\to1$ and the denominator tends to 1, so $g\to1$. This recovers (1), with its independence of $k$.

### 4. The average over the strip

The transform of the strip's flux is

$$\hat q(k)=q\int_{-w/2}^{w/2}e^{-ikx}dx=qwS(k),\qquad S(k)=\frac{\sin(kw/2)}{kw/2}.$$

Averaging the temperature over the strip gives another factor $S$, because $(1/w)\int_{-w/2}^{w/2}e^{ikx}dx=S(k)$. Therefore

$$\frac{\overline T}{q}=\frac1{2\pi q}\int_{-\infty}^{\infty}Z\,\hat q\,S\,dk
=\frac w\pi\int_0^\infty S^2(k)\,Z(k)\,dk .\tag{8}$$

The last step uses the evenness of the integrand.

The weight is normalized. Parseval's theorem applied to the flux says $\int q^2dx=(1/2\pi)\int|\hat q|^2dk$, or $q^2w=(q^2w^2/2\pi)\int_{-\infty}^{\infty}S^2dk$. Hence

$$\frac w\pi\int_0^\infty S^2\,dk=1.\tag{9}$$

An impedance independent of $k$ thus passes through the average unchanged.

For the bare half-space, $Z_s=1/(k_sk)$ makes (8) diverge at small $k$, which is the infinite rise mentioned above. The difference (6) is harmless. Since $\tanh kd\le kd$, $0\le s\le1$ and the denominator is at least 1, its magnitude is at most $(d/k_f)(1+r^2)$ for every $H$. As $H\to\infty$, $s\to1$ for each $k>0$. A bounded integrand with an integrable weight permits the limit under the integral. Inserting (7) gives (2) with

$$F=\frac w\pi\int_0^\infty S^2(k)\,g(kd)\,dk.\tag{10}$$

### 5. Why the first-order law is the limit

It is not enough that $g(kd)\to1$ at each fixed $k$. However thin the film, some wave numbers have $kd>1$, and a strip with sharp edges contains them. We must show that they carry little weight.

For $u>0$ we have $0<\tanh u<u$, so $0<g<1$. Choose a wave number $K$. Since $\sin^2\le1$, the weight above $K$ is at most

$$\frac w\pi\int_K^\infty\frac{4}{k^2w^2}\,dk=\frac{4}{\pi wK}.$$

Make $K$ large enough for this to be as small as desired. With $K$ now fixed, let $d\to0$. Then $g(kd)\to1$ uniformly for $k<K$, and (9) gives $F\to1$. This proves

$$R_{\rm add}\simeq\frac d{k_f}\left(1-\frac{k_f^2}{k_s^2}\right).\tag{11}$$

Because $0<F<1$, the law (11) overestimates the magnitude of the added resistance in this model at any finite $d$, apart from the case $r=1$, where both are zero.

How thin is thin? The typical wave number in the strip is of order $1/w$. For $g$ to be near 1 there, both $\tanh(kd)/(kd)$ and $1+r\tanh kd$ must be near 1. This demands

$$d\ll w\qquad\text{and}\qquad k_fd\ll k_sw.\tag{12}$$

The second condition matters for a film that conducts much better than its substrate. The approach is slow: for $r=10$ or $100$, $F$ is 0.82 at $rd/w=0.1$ and 0.97 at $rd/w=0.01$.

### 6. Growing the film slice by slice

There is a second way to see the two terms of (11). Let a structure have surface impedance $Z$, and add on top a slice of thickness $\delta$ and conductivity $k_f$. For a flux $\hat q$ leaving the slice downward, the temperature above the slice is higher by $\hat q\delta/k_f$. The flux entering the slice must exceed $\hat q$ by the sideways loss $k_fk^2\hat T\delta$. With $\hat T=Z\hat q$, to first order in $\delta$,

$$Z+\delta Z=\frac{Z+\delta/k_f}{1+k_fk^2Z\delta}
=Z+\delta\left(\frac1{k_f}-k_fk^2Z^2\right).$$

Thus

$$\frac{dZ}{dd}=\frac1{k_f}-k_fk^2Z^2.\tag{13}$$

At zero thickness $Z=1/(k_sk)$, and the slope is $1/k_f-k_f/k_s^2$. This is (11) divided by $d$.

The equation also shows what happens later. The right side vanishes at $Z=1/(k_fk)$, the impedance of a half-space of film material. As the film grows, $Z$ approaches this value and further thickness has no effect at that wave number. The strip average does not saturate, because ever longer ripples are still affected: for $d\gg w$ it changes as $(w/\pi)(1/k_f-1/k_s)\ln(d/w)$. Short ripples reach it first, at $kd$ of order 1, so the high wave numbers fall below the first-order law. For $r\gg1$ the slope in (13) changes earlier, and the departure from the law already begins at $kd$ of order $1/r$.

### 7. What the law says

**A poor conductor on a good one**, $r\ll1$. The factor is nearly 1. The heat goes almost straight through the film, and $R_{\rm add}\simeq d/k_f$.

**Equal conductivities**, $r=1$. The added resistance is zero at any thickness, by (7).

**A good conductor on a poor one**, $r>1$. The added resistance is negative. The film is then a heat spreader: the relief $k_fd/k_s^2$ exceeds the drop $d/k_f$, and the heater runs cooler with the film than without it. This holds on a deep substrate. With a sink close below the surface the sign can reverse: for $r=2$, $d/w=0.001$ and a sink at depth $w/10$, $R_{\rm add}=+0.58\,d/k_f$.

**A substrate that is not deep.** With a cold sink at depth $H$, the first-order form of (6) is $(d/k_f)[1-r^2\tanh^2(kH)]$. If $w\gg H$, most of the weight lies at $kH\ll1$, but the sharp edges of the flux leave a fraction of about $1.09\,H/w$ of the sideways term, so the factor is about $1-1.09\,r^2H/w$. The factor returns to 1 when both $w\gg H$ and $w\gg r^2H$; for $r=10$ and $H=w/100$ its first-order value is still about $-0.09$, reached only when $rd\ll H$ (at $d/w=10^{-4}$ the full result is already $+0.06$). This is the one-dimensional case that opened these notes. The sink then keeps the top of the substrate so cool that little heat moves sideways in the film. The $r^2$ term reaches its full size only for $w\ll H$; at $w=H$ about 70 % of it remains.

**Locality.** At first order the added impedance is a constant. Multiplication by a constant in $k$ is multiplication by the same constant in $x$, so the added temperature is $q(x)$ times (11). It is uniform under the strip and zero beside it, up to corrections within a few $d$ of the edges (a few $rd$ when $r\gg1$) and a long tail of relative size of order $rd/w$ (part 11). For $r=10$ and $d/w=0.01$ the added temperature is 0.88 of the law at the centre and 0.04 of it half a width outside an edge.

## Second half: corrections, an example and its limits

### 8. What is carried over

A strip of width $w$ delivers a uniform flux $q$ to a film ($k_f$, $d$) on a half-space ($k_s$), and $r=k_f/k_s$. The surface impedance at wave number $k$ changes by

$$Z-Z_s=\frac tY\frac{1-Y^2Z_s^2}{1+YZ_st},\tag{5}$$

where $Y=k_fk$, $t=\tanh kd$ and $Z_s=1/(k_sk)$. The strip average has the weight $(w/\pi)S^2$ on $0<k<\infty$, with $S=\sin(kw/2)/(kw/2)$ and total weight 1. The result is $R_{\rm add}=(d/k_f)(1-r^2)F$, where $F$ is the average of $g(kd)$ and $g(u)=\tanh u/[u(1+r\tanh u)]$. The first-order law is $F=1$.

### 9. The leading error

Put $u=kd$ and $W=w/d$. Since the total weight is 1 and $S^2=4\sin^2(kw/2)/(k^2w^2)$,

$$1-F=\frac{4d}{\pi w}\int_0^\infty\sin^2\!\left(\frac{uW}2\right)h(u)\,du
=\frac{2d}{\pi w}\int_0^\infty(1-\cos uW)\,h(u)\,du,\tag{14}$$

with $h=(1-g)/u^2$. For small $u$,

$$g=\left(1-\frac{u^2}3\right)(1-ru+r^2u^2)+O(u^3)=1-ru+\left(r^2-\frac13\right)u^2+O(u^3),$$

so $h=r/u+(1/3-r^2)+O(u)$. The term $r/u$ must be treated separately. With $v=uW$,

$$\int_0^1(1-\cos uW)\frac ru\,du=r\int_0^W\frac{1-\cos v}{v}\,dv=r[\ln W+\gamma-{\rm Ci}(W)].$$

This is the definition of the cosine integral ${\rm Ci}$, which tends to zero at large $W$; $\gamma=0.5772$ is Euler's constant. What remains of $h$ is integrable, so its product with the rapidly oscillating cosine integrates to zero as $W\to\infty$. Hence

$$1-F\simeq\frac{2d}{\pi w}\left\{r\left[\ln\frac wd+\gamma\right]+I(r)\right\},\tag{15}$$

$$I(r)=\int_0^1\left(h-\frac ru\right)du+\int_1^\infty h\,du.$$

For $r\lesssim1$ the logarithm collects equal contributions from each decade of wave number between $1/w$ and $1/d$. For $r\gg1$, $I(r)\approx-r\ln r$, so the range ends at $1/(rd)$, and (15) needs $rd\ll w$ as in (12). In the range that the logarithm covers, the sharp edges of the flux give a weight falling as $1/k^2$, while the error of the first-order impedance grows as $k$.

For steady, uniform flux from a strip on a film-covered half-space, this part has derived the first-order law for the added resistance, proved that it is the limit as $d/w\to0$ at fixed $r$, and found its leading error. What remains is a numerical example on glass, two tests of the results, and the effects of alternating heating, a heater that conducts sideways, and other departures from the model.
